# Breit-Pauli spin-orbit mean field: derivation, limits and tests, part 3

The two-electron Breit-Pauli spin-orbit term has been averaged over a spin-averaged density to give the mean-field Hamiltonian $\sum_i(\mathbf h+\mathbf F)(i)\cdot\mathbf s_i$. We now approximate and test it.

Units are Hartree atomic units, with $\mathbf p=-i\nabla$, $\mathbf s=\boldsymbol\sigma/2$, $\mathbf l=\mathbf r\times\mathbf p$. The Hamiltonian is $H_{SO}=H_1+H_2$, with nuclear part $H_1=\sum_i\mathbf h(i)\cdot\mathbf s_i$ and

$$H_2=\sum_{i\ne j}\mathbf g(i,j)\cdot(\mathbf s_i+2\mathbf s_j),\qquad \mathbf g(1,2)=-\frac{\alpha^2}{2}\,\frac{\mathbf r_{12}\times\mathbf p_1}{r_{12}^3}.$$

The $\mathbf s_i$ part is spin-same-orbit (SSO), the $2\mathbf s_j$ part spin-other-orbit (SOO). For real orbitals $\varphi_p$,

$$\mathbf h_{pq}=i\,\frac{\alpha^2}{2}\,\mathbf W^{\rm nuc}_{pq},\qquad \mathbf W^{\rm nuc}_{pq}=\int(\nabla\varphi_p\times\nabla\varphi_q)V_{\rm nuc}\,d^3r,$$

$$(pq|\mathbf g|rs)=i\,\frac{\alpha^2}{2}\,\mathbf W_{pqrs},\qquad \mathbf W_{pqrs}=\iint\frac{(\nabla\varphi_p\times\nabla\varphi_q)(1)\;\varphi_r(2)\varphi_s(2)}{r_{12}}\,d^3r_1\,d^3r_2 .\tag{2}$$

Library integrals were checked against quadrature, which also fixed their sign.

With $G(1,2)=\mathbf g(1,2)\cdot(\mathbf s_1+2\mathbf s_2)+\mathbf g(2,1)\cdot(\mathbf s_2+2\mathbf s_1)$, determinants differing by spin orbital $\mathsf p$ in place of $\mathsf q$ obey the Slater-Condon rule

$$\langle\Phi'|H_2|\Phi\rangle=\sum_{\mathsf j\ \rm common}\big[\langle\mathsf{pj}|G|\mathsf{qj}\rangle-\langle\mathsf{pj}|G|\mathsf{jq}\rangle\big].\tag{5}$$

For real symmetric, spin-summed $P$,

$$\mathbf F_{pq}=\sum_{rs}P_{rs}\Big[(pq|\mathbf g|rs)-\tfrac32\,(pr|\mathbf g|sq)-\tfrac32\,(sq|\mathbf g|pr)\Big].\tag{10}$$

The three sums without coefficients are $\mathbf J$, $\mathbf K^{(1)}$, $\mathbf K^{(2)}$, and $\mathbf K^{(n)}=i(\alpha^2/2)\mathbf k^{(n)}$. Of each $-\tfrac32$, SSO supplies $-\tfrac12$ and SOO $-1$. In general $\mathbf k^{(1)}\ne\mathbf k^{(2)}$ (part 7).

Outside a neutral spherical atom the nuclear and electronic fields cancel; exchange with a $1s$ core adds to the screening of a $2p$ electron (part 8).

For a closed-shell $\Phi_0$ and the triplet $T_0=(\Phi_{i\alpha}^{a\alpha}-\Phi_{i\beta}^{a\beta})/\sqrt2$ (part 9),

$$\langle T_0|H_{SO}|\Phi_0\rangle=\tfrac1{\sqrt2}\Big[\tfrac12-\big(-\tfrac12\big)\Big](h+F)^z_{ai}=\frac{(h+F)^z_{ai}}{\sqrt2}.\tag{11}$$

The $M_S=\pm1$ components couple through $x$ and $y$.

An open-shell spectator adds spin-density terms that (10) omits. For complex $P$ an orbital-current term, the second below, appears:

$$\mathbf F_{pq}=\sum_{rs}P_{sr}\Big[(pq|\mathbf g|rs)+2(rs|\mathbf g|pq)-\tfrac32(ps|\mathbf g|rq)-\tfrac32(rq|\mathbf g|ps)\Big].\tag{12}$$

## 11. The atomic mean field

Evaluating (10) for a molecule needs three components of each integral where a Fock matrix needs one, and each component has fourfold instead of eightfold permutational symmetry. In a large basis this makes about six times as many distinct integrals. The weight $r^{-3}$ suggests keeping only what lies near each nucleus. The atomic mean-field approximation takes, in an atom-centred basis,

$$(\mathbf h+\mathbf F)_{\mu\nu}\approx\begin{cases}\mathbf h^{A}_{\mu\nu}+\mathbf F_{\mu\nu}[P^A]&\mu,\nu\ \text{both on atom }A,\\[2pt]0&\text{otherwise,}\end{cases}$$

where $\mathbf h^A$ contains only the nucleus $A$ and $P^A$ is the spherically averaged, spin-averaged density of the free atom. Three things are neglected. The first is the field of the other nuclei and of their electrons on a one-centre pair; by part 8 these offset each other outside a neutral spherical atom. The second is every element with $\mu$ and $\nu$ on different atoms. The third is the change of the density on bonding.

For a spherical $P^A$ the operator has a fixed angular form. Rotating both electrons about the nucleus rotates $\mathbf g(1,2)$ as a vector, and inversion leaves it unchanged, since $\mathbf r_{12}$ and $\mathbf p_1$ both change sign. The density is invariant under both operations. Each contraction in (10) is therefore an axial vector operator, and so is $\mathbf h^A$. A vector operator connects $l$ only to $l$ and $l\pm1$, and even parity excludes $l\pm1$. Within fixed $l$ the operators on the $2l+1$ states decompose into ranks $0,1,\dots,2l$, each occurring once, so any vector operator is a multiple of $\mathbf l$. For $l=0$ rank 1 is absent, and $s$ functions have no one-centre element.

For a $p$ shell this can be seen directly. The array $T_{abc}=\langle p_b|(h+F)^a|p_c\rangle$ has three vector indices and must be invariant under proper rotations. Let $n_x,n_y,n_z$ count how often each axis occurs among $a,b,c$. A rotation by $\pi$ about $z$ multiplies the element by $(-1)^{n_x+n_y}$, and likewise for the other axes, so a nonzero element needs $n_x,n_y,n_z$ all of the same parity. Their sum is 3, so all are odd and equal to 1. The threefold rotation that permutes the axes cyclically makes the three cyclic elements equal and the three anticyclic elements equal. The rotation $x\to y$, $y\to-x$ gives $T_{zxy}=-T_{zyx}$. Hence $T_{abc}\propto\epsilon_{abc}$. Since $\langle p_b|l^a|p_c\rangle=-i\epsilon_{abc}$, in agreement with $\langle p_x|l^z|p_y\rangle=-i$ above,

$$(\mathbf h+\mathbf F)\cdot\mathbf s=\zeta\,\mathbf l\cdot\mathbf s .$$

From $\mathbf j=\mathbf l+\mathbf s$ one has $\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-l(l+1)-\tfrac34]$. For $l=1$ the eigenvalues are $\zeta/2$ for the four states with $j=\tfrac32$ and $-\zeta$ for the two states with $j=\tfrac12$. A non-spherical atomic density would break this form and make the result depend on how the atom is oriented.

## 12. Numerical tests of the derivation

The formulas were compared with matrix elements computed from the definition of $H_2$, without the Slater-Condon rule. Determinants of two, three and four electrons were built as explicit antisymmetrized products, and $\sum_{i\ne j}\mathbf g(i,j)\cdot(\mathbf s_i+2\mathbf s_j)$ was applied to them electron pair by electron pair, with explicit spin matrices. The four spatial orbitals were random orthonormal mixtures of the formaldehyde orbitals of part 13, so that no element vanishes by point-group symmetry. The values in this part are in units of $\alpha^2/2$.

For one electron outside a doubly occupied orbital the largest element was $0.21678$ and the largest deviation from (10) was $5.4\times10^{-16}$. A least-squares fit of these exact elements to $\mathbf J$, $\mathbf K^{(1)}$, $\mathbf K^{(2)}$ with free coefficients returned, to eight decimals, $(1,-0.5,-0.5)$ for the SSO term alone, $(0,-1,-1)$ for the SOO term alone and $(1,-1.5,-1.5)$ for the sum. For all single excitations from a four-electron closed shell the deviation was $6.0\times10^{-16}$.

The failures were tested in the same way. With a single spectator electron, the average over its two spin orientations agreed with (10) to $2.4\times10^{-16}$, while the spin-up case alone deviated by up to $0.14724$. With a complex doubly occupied orbital $(\varphi_1+i\varphi_2)/\sqrt2$, (12) held to $4.0\times10^{-17}$ and the extra term reached $0.21261$. For the single spectator the retained mean field is half that of the doubly occupied orbital, at most $0.21678/2=0.108$, so in this set of orbitals the largest element of the neglected spin-density term exceeds the largest retained one. The orbital-current term is of the same order as the largest element of the first test.

## 13. Worked example: the $n\to\pi^*$ triplet of formaldehyde

**Setup.** The chosen geometry, roughly that of the real molecule, is $R_{\rm CO}=2.28$ bohr, $R_{\rm CH}=2.09$ bohr and an HCH angle of $116.5^\circ$, with CO along $z$ and the nuclei in the $yz$ plane. Restricted Hartree-Fock in the 6-31G basis, with 22 functions, gives $E=-113.807597$ hartree. The highest occupied orbital $n$ has energy $-0.44015$ hartree and the lowest empty orbital $\pi^*$ has $0.12626$ hartree. The states are single configurations, $\Phi_0$ and $T_0$ of part 9, so (11) is exact for them.

The orbital $n$ is odd under $y\to-y$ and even under $x\to-x$; $\pi^*$ is the reverse. Their product behaves as $xy$, odd under both reflections. Of the three components of an axial vector only the $z$ component has that behaviour. The $x$ and $y$ elements were found to vanish to numerical precision, so only $T_0$ couples to $\Phi_0$. The relative phase of the two orbitals is free and was chosen to make the nuclear part positive.

**Conversion factor.** With $\alpha=7.2973525643\times10^{-3}$, $\alpha^2/2=2.66256772\times10^{-5}$. By (2) and (11), $\langle T_0|H_{SO}|\Phi_0\rangle=i\,(\alpha^2/2)\,W^z/\sqrt2$, where $W^z$ is the real matrix element between $\pi^*$ and $n$. One hartree is $219474.631\ \mathrm{cm^{-1}}$, so one atomic unit of $W^z$ corresponds to

$$2.66256772\times10^{-5}\times219474.631/\sqrt2=4.13209\ \mathrm{cm^{-1}}.$$

**The terms.** Contracting the analytic Gaussian integrals with the Hartree-Fock density gives $W^z=+19.734906$ for the nuclei, $-5.252081$ for the Coulomb term, and $k^{(1)}=+0.793046$, $k^{(2)}=+0.929480$ for the unweighted exchange terms. The two exchange values differ, as part 7 allows. Their sum is $1.722526$, so the SSO exchange is $-\tfrac12\times1.722526=-0.861263$ and the SOO exchange is $-1.722526$.

| Term | $W^z$ (a.u.) | coupling$/i$ (cm$^{-1}$) |
|---|---|---|
| nuclear | $+19.734906$ | $+81.546$ |
| Coulomb | $-5.252081$ | $-21.702$ |
| exchange, SSO | $-0.861263$ | $-3.559$ |
| exchange, SOO | $-1.722526$ | $-7.118$ |
| total | $+11.899035$ | $+49.168$ |

The entries add to the total within one unit of the last digit. As a check of the conversion, $11.899035\times4.13209=49.168$, which is $2.24025\times10^{-4}$ hartree. The two-electron part is $-21.702-3.559-7.118=-32.379\ \mathrm{cm^{-1}}$. An independent evaluation of (5) as an explicit sum over all 16 occupied spin orbitals, with $G$ assembled from spin matrices and no use of (10), gave $-32.379\ \mathrm{cm^{-1}}$. The digits refer to the 6-31G basis and are not converged: in 6-311G** the total is $50.8\ \mathrm{cm^{-1}}$, about $3\,\%$ larger, and the two-electron terms remove $38.5\,\%$ of the nuclear coupling.

**Reading the numbers.** The two-electron terms remove $32.379/81.546=39.71\,\%$ of the nuclear coupling. The unweighted exchange values have the sign opposite to the Coulomb value, so after weighting they reinforce the screening, as found for $1s$-$2p$ exchange in part 8. Exchange supplies $3.559+7.118=10.677\ \mathrm{cm^{-1}}$, or $33\,\%$ of the screening. Using the Fock-like coefficient $-\tfrac12$, which omits the SOO term, gives $81.546-21.702-3.559=56.285\ \mathrm{cm^{-1}}$, too large by $7.118/49.168=14.5\,\%$. Omitting exchange altogether gives $81.546-21.702=59.844\ \mathrm{cm^{-1}}$, too large by $21.7\,\%$. Inserting a one-spin density gives $81.546-32.379/2=65.36\ \mathrm{cm^{-1}}$.

**Atomic constants.** Spherical atomic densities were obtained in the same basis by restricted self-consistent-field calculations with occupations $1s^22s^2$ and the $2p$ electrons spread equally over the three $p$ orbitals, $\tfrac23$ each for carbon and $\tfrac43$ each for oxygen. In the $2p$ shell the matrix $T_{abc}$ was found proportional to $\epsilon_{abc}$, and diagonalizing the $6\times6$ matrix of $(\mathbf h+\mathbf F)\cdot\mathbf s$ gave the pattern $-\zeta$ twice and $\zeta/2$ four times. For carbon, $\zeta$ falls from $42.40\ \mathrm{cm^{-1}}$ with the nucleus alone to $21.18\ \mathrm{cm^{-1}}$, a reduction of $1-21.18/42.40=50\,\%$. For oxygen it falls from $199.95$ to $125.19\ \mathrm{cm^{-1}}$, a reduction of $37\,\%$. The relative screening decreases with $Z$, as expected when a fixed $1s^2$ core provides a large part of it.

Both values lie below the sizes inferred from atomic fine structure, which are roughly 30 and 150 $\mathrm{cm^{-1}}$. Two features of the calculation bear on this: a small Gaussian basis describes the inner part of the $2p$ function, which $r^{-3}$ weights most, only coarsely, and the fractionally occupied open shell lets the active electron act on itself, both in the shape of the orbital and in $\mathbf F$. Both matter. An uncontracted quintuple-zeta $sp$ basis raises the two values by about $10\,\%$, to $23.4$ and $137.5\ \mathrm{cm^{-1}}$. For carbon, the $M_L=M_S=1$ determinant of open-shell Hartree-Fock orbitals, which has no self-interaction, gives $23.9\ \mathrm{cm^{-1}}$ in 6-31G and $27.4\ \mathrm{cm^{-1}}$ in the larger basis. The numbers test the operator within the stated basis and are not predictions of spectra.

**Atomic mean-field coupling.** Hydrogen has only $s$ functions in this basis and contributes no block. Taking the carbon and oxygen blocks between the molecular $n$ and $\pi^*$ orbitals gives $+4.272$ and $+47.577\ \mathrm{cm^{-1}}$, in total $51.850\ \mathrm{cm^{-1}}$ or $2.36244\times10^{-4}$ hartree. If $n$ and $\pi^*$ were pure oxygen $2p_y$ and $2p_x$ orbitals of the free atom, (11) would give $\zeta/\sqrt2=125.19/\sqrt2=88.52\ \mathrm{cm^{-1}}$. The oxygen block is $47.577/88.52=0.54$ of this, which can be read as an effective product of the amplitudes of the two orbitals close to the oxygen nucleus, where the weight $r^{-3}$ is large. It should not be read as a product of overlaps with the free-atom $2p$ orbitals.

The atomic value exceeds the full mean-field value by $51.850-49.168=2.682\ \mathrm{cm^{-1}}$, or $5.45\,\%$. The error can be split. The one-centre nuclear terms alone give $85.844\ \mathrm{cm^{-1}}$ against the full nuclear $81.546$, so the neglected nuclear terms amount to $-4.298\ \mathrm{cm^{-1}}$. The atomic two-electron part is $51.850-85.844=-33.994\ \mathrm{cm^{-1}}$ against the full $-32.379$, so the neglected two-electron terms amount to $+1.615\ \mathrm{cm^{-1}}$. The two have opposite signs, but the electronic part offsets only $1.615/4.298=38\,\%$ of the nuclear part. That is far from the complete cancellation that holds outside a neutral atom. The neutral-atom argument covers only one-centre pairs lying outside the neighbouring cloud, while the neglected set also includes the two-centre elements and the change of density on bonding. The calculation does not separate these contributions. The remaining error of $2.682\ \mathrm{cm^{-1}}$ is smaller than the $7.118\ \mathrm{cm^{-1}}$ lost by dropping the spin-other-orbit exchange from the full molecular operator. The split into one-centre and other terms depends on the basis: in 6-311G** the error is $2.1\ \mathrm{cm^{-1}}$, or $4.2\,\%$, and the offset is $31\,\%$.

## Computed values

```
alpha = 7.2973525643e-03; alpha^2/2 = 2.66256772e-05; 1 hartree = 219474.631 cm^-1
library signs 1e, 2e = +1, +1; 2e quadrature error = 6.3e-15 a.u.
3 electrons, core + valence: max element 0.21678, error 5.4e-16 (alpha^2/2)
fitted coefficients J, K1, K2 for SSO: +1.00000000 -0.50000000 -0.50000000 (pure numbers)
fitted coefficients J, K1, K2 for SOO: -0.00000000 -1.00000000 -1.00000000 (pure numbers)
fitted coefficients J, K1, K2 for SSO+SOO: +1.00000000 -1.50000000 -1.50000000 (pure numbers)
4 electrons, single excitations: error 6.0e-16 (alpha^2/2)
open-shell spectator: averaged error 2.4e-16, spin-up deviation 0.14724 (alpha^2/2)
complex P: error with extra term 4.0e-17, extra term 0.21261 (alpha^2/2)
H2CO RHF/6-31G: R_CO = 2.28 bohr, R_CH = 2.09 bohr, HCH = 116.5 deg, nao = 22
E = -113.807597 Eh, eps(n) = -0.44015 Eh, eps(pi*) = 0.12626 Eh
unweighted K1, K2 (z, pi*-n): +0.793046, +0.929480 a.u.
nuclear: W^z = +19.734906 a.u.; <T0|H|S0>/i = +3.71553e-04 Eh = +81.546 cm^-1
Coulomb: W^z = -5.252081 a.u.; <T0|H|S0>/i = -9.88820e-05 Eh = -21.702 cm^-1
exchange SSO: W^z = -0.861263 a.u.; <T0|H|S0>/i = -1.62152e-05 Eh = -3.559 cm^-1
exchange SOO: W^z = -1.722526 a.u.; <T0|H|S0>/i = -3.24303e-05 Eh = -7.118 cm^-1
total mean field: W^z = +11.899035 a.u.; <T0|H|S0>/i = +2.24025e-04 Eh = +49.168 cm^-1
2e part, spin-orbital sum: -32.379 cm^-1; screening = 39.71 %
C zeta(2p): nuclear 1.93205e-04 Eh = 42.40 cm^-1; mean field 9.65007e-05 Eh = 21.18 cm^-1
C block of the coupling: +4.272 cm^-1
O zeta(2p): nuclear 9.11023e-04 Eh = 199.95 cm^-1; mean field 5.70419e-04 Eh = 125.19 cm^-1
O block of the coupling: +47.577 cm^-1
one-centre nuclear only: +85.844 cm^-1
atomic mean field: +2.36244e-04 Eh = +51.850 cm^-1; deviation +5.45 %
```
